# Surface modes and transmission of a topological-insulator wire with axial flux: test program

```python
"""
Surface Dirac states of a topological-insulator wire of radius R.
Result under test: E = +-hv*sqrt(k^2 + (j+eta)^2/R^2), j half-integer,
eta = flux/(h/e); at eta = 1/2 the number of modes is odd and one of them is
perfectly transmitted through any scalar surface disorder.
hv: hbar times velocity; j: total angular momentum; k: axial wave number;
q = j + eta; m(r): bulk mass, negative inside the wire and positive outside.
The levels come from the bulk Dirac equation, the transmission from a
numerical solution of the disordered surface problem.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal, expm, qr, solve
from scipy.optimize import brentq
from scipy.sparse import bmat, diags, identity
from scipy.sparse.linalg import eigsh

HV = 300.0        # meV nm
MASS = 300.0      # meV
WIDTH = HV / MASS  # nm, wall width and decay length
RADIUS = 20.0     # nm
SPACING = HV / RADIUS

sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])


def radial_grid(j, eta, radius, step):
    """Staggered grid: spin up at r_up, spin down at r_down (between them)."""
    n = int(round((radius + 15 * WIDTH) / step))
    r_up = (np.arange(n) + 0.5) * step
    r_down = (np.arange(n) + 1.0) * step
    azimuthal = j / r_down + eta * r_down / radius**2  # uniform axial field
    m_up = np.tanh((r_up - radius) / WIDTH) * MASS / HV
    m_down = np.tanh((r_down - radius) / WIDTH) * MASS / HV
    same = -1 / step - azimuthal / 2
    following = 1 / step - azimuthal / 2
    return m_up, m_down, same, following


def bulk_level(j, eta, radius=RADIUS, step=0.02):
    """In-gap level (meV) at k=0 in the sector tau_z sigma_z = +1."""
    m_up, m_down, same, following = radial_grid(j, eta, radius, step)
    diagonal = np.empty(2 * len(m_up))
    diagonal[0::2], diagonal[1::2] = m_up, -m_down
    off = np.empty(2 * len(m_up) - 1)
    off[0::2], off[1::2] = same, following[:-1]
    window = 0.7 * MASS / HV
    levels = eigh_tridiagonal(diagonal, off, eigvals_only=True,
                              select='v', select_range=(-window, window))
    assert len(levels) == 1
    return HV * levels[0]


def bulk_level_at_k(j, eta, k, step=0.05):
    """Positive in-gap level (meV) of the full four-component problem."""
    m_up, m_down, same, following = radial_grid(j, eta, RADIUS, step)
    n = len(m_up)
    ladder = diags([same, following[:-1]], [0, 1])
    kinetic = bmat([[k * identity(n), ladder.T], [ladder, -k * identity(n)]])
    mass = diags(np.concatenate([m_up, m_down]))
    ham = bmat([[mass, kinetic], [kinetic, -mass]], format='csc')
    return HV * max(eigsh(ham, k=2, sigma=0.01, return_eigenvectors=False))


print(f"hbar*v = {HV:.0f} meV nm, bulk mass = {MASS:.0f} meV")
print(f"radius R = {RADIUS:.0f} nm, wall width = {WIDTH:.1f} nm")
print(f"level spacing hbar*v/R = {SPACING:.2f} meV")
flux_quantum = const.h / const.e
half_field = flux_quantum / (2 * np.pi * (RADIUS * 1e-9)**2)
print(f"flux quantum h/e = {flux_quantum:.4e} Wb")
print(f"field for half a flux quantum = {half_field:.3f} T")

# Berry phase: Wilson loop of surface spinors with arbitrary numerical phases
for direction in (1, -1):
    spinors = []
    for phi in 2 * np.pi * np.arange(60) / 60:
        s_r = np.cos(phi) * sx + np.sin(phi) * sy
        s_phi = -np.sin(phi) * sx + np.cos(phi) * sy
        spinors.append(np.linalg.eigh(np.kron(sy, s_r)
                       + direction * np.kron(sx, s_phi))[1][:, -1])
    loop = np.prod([np.vdot(spinors[i], spinors[(i + 1) % 60])
                    for i in range(60)])
    assert abs(loop / abs(loop) + 1) < 1e-9
    print(f"Berry phase/pi, s_y = {direction:+d}: "
          f"{abs(np.angle(loop)) / np.pi:.6f}")

# Levels at k = 0 from the bulk equation against the surface formula
print("k=0 levels with s_y=+1: bulk equation, surface formula (meV)")
for eta in (0.0, 0.5):
    for j in (-1.5, -0.5, 0.5, 1.5):
        computed, formula = bulk_level(j, eta), SPACING * (j + eta)
        assert abs(computed - formula) < 0.01 * SPACING
        print(f" eta={eta:.1f} j={j:+.1f}: {computed:9.4f} {formula:9.4f}")

k_test, eta_test = 0.04, 0.2
computed = bulk_level_at_k(0.5, eta_test, k_test)
formula = HV * np.hypot(k_test, (0.5 + eta_test) / RADIUS)
assert abs(computed / formula - 1) < 0.005
print(f"k={k_test} 1/nm, eta={eta_test}, j=+0.5: bulk {computed:.4f}, "
      f"formula {formula:.4f} meV")

# Curvature correction from the spread of the wall state, and its scaling
shift = [bulk_level(0.5, 0, R) / (0.5 * HV / R) - 1 for R in (20.0, 40.0)]
expected = np.pi**2 / 12 * (WIDTH / RADIUS)**2
assert abs(shift[0] / expected - 1) < 0.05
assert 3.6 < shift[0] / shift[1] < 4.4
print(f"relative level shift, R=20 nm: {shift[0]:.3e}")
print(f"relative level shift, R=40 nm: {shift[1]:.3e}")
print(f"estimate (pi^2/12)(width/R)^2, R=20 nm: {expected:.3e}")
crossing = [brentq(lambda x: bulk_level(-0.5, x, R), 0.4, 0.6)
            for R in (20.0, 40.0)]
assert abs(crossing[0] - 0.5) < 0.003
assert 3.5 < (crossing[0] - 0.5) / (crossing[1] - 0.5) < 4.5
print(f"flux of zero crossing, R=20 nm: {crossing[0]:.5f} h/e")
print(f"flux of zero crossing, R=40 nm: {crossing[1]:.5f} h/e")

# Mode numbers counted from the bulk levels
all_levels = {eta: np.array([bulk_level(j, eta) for j in np.arange(-5.5, 6)])
              for eta in (0.0, 0.5)}
for energy in (10.0, 19.5, 40.0):
    n_zero, n_half = [int(np.sum(abs(all_levels[eta]) < energy))
                      for eta in (0.0, 0.5)]
    assert n_zero % 2 == 0 and n_half % 2 == 1
    print(f"modes at {energy:.1f} meV: eta=0: {n_zero}, eta=1/2: {n_half}")


# Scattering on the disordered surface; lengths in R, energies in hv/R
ENERGY, STRENGTH, SLICE, SLICES, SAMPLES = 1.3, 1.2, 0.5, 30, 12


def scatter(eta, disorder, q_max=9.2):
    """Reflection and transmission matrices between clean leads."""
    q = np.arange(-20.5, 21) + eta
    q = q[abs(q) <= q_max]
    n = len(q)
    k = np.sqrt(ENERGY**2 - q**2 + 0j)   # +i*kappa for evanescent waves
    open_modes = abs(q) < ENERGY
    norm = np.sqrt(abs(2 * k * (ENERGY + k)))  # unit current in open modes
    right = np.vstack([np.diag((ENERGY + k) / norm), np.diag(1j * q / norm)])
    left = np.vstack([np.diag(-1j * q / norm), np.diag((ENERGY + k) / norm)])
    basis, factors = right, []
    for g0, g1, g2 in disorder[::-1]:
        raising = STRENGTH * (g1 - 1j * g2) / 2
        potential = (STRENGTH * g0 * np.eye(n) + raising * np.eye(n, k=-1)
                     + np.conj(raising) * np.eye(n, k=1))
        generator = 1j * (np.kron(sz, ENERGY * np.eye(n) - potential)
                          - np.kron(sz @ sy, np.diag(q)))
        basis, factor = qr(expm(-SLICE * generator) @ basis, mode='economic')
        factors.append(factor)
    amplitudes = solve(np.hstack([basis, -left]), right[:, open_modes])
    outgoing, reflected = amplitudes[:n], amplitudes[n:]
    for factor in factors[::-1]:
        outgoing = solve(factor, outgoing)
    return reflected[open_modes], outgoing[open_modes]


rng = np.random.default_rng(7)
disorder_set = rng.standard_normal((SAMPLES, SLICES, 3))
print(f"disordered length = {SLICE * SLICES * RADIUS:.0f} nm, "
      f"slice = {SLICE * RADIUS:.0f} nm, samples = {SAMPLES}")
print(f"Fermi energy = {ENERGY * SPACING:.1f} meV")
print(f"rms disorder = {STRENGTH * np.sqrt(2) * SPACING:.1f} meV")
unitarity, antisymmetry = 0.0, 0.0
for eta in (0.0, 0.25, 0.5):
    largest, conductance = [], []
    for disorder in disorder_set:
        r, t = scatter(eta, disorder)
        total = r.conj().T @ r + t.conj().T @ t
        unitarity = max(unitarity, np.max(abs(total - np.eye(len(r)))))
        if eta != 0.25:
            r_reversed = -r[::-1]  # outgoing modes = time-reversed incoming
            antisymmetry = max(antisymmetry,
                               np.max(abs(r_reversed + r_reversed.T)))
        eigenvalues = np.linalg.eigvalsh(t.conj().T @ t)
        largest.append(eigenvalues[-1])
        conductance.append(eigenvalues.sum())
    largest = np.array(largest)
    if eta == 0.5:
        assert np.max(abs(1 - largest)) < 1e-8
        assert min(conductance) > 1 - 1e-8
    else:
        assert np.min(1 - largest) > 1e-6
    if eta == 0.0:
        assert np.mean(largest) < 0.9
    print(f"eta={eta:.2f}: open modes = {len(r)}")
    print(f"  largest transmission eigenvalue: mean {largest.mean():.6f}, "
          f"min {largest.min():.6f}, max {largest.max():.6f}")
    print(f"  conductance (e^2/h): mean {np.mean(conductance):.4f}, "
          f"min {min(conductance):.4f}")
assert unitarity < 1e-8 and antisymmetry < 1e-8
print(f"largest unitarity error = {unitarity:.1e}")
print(f"largest error of r^T = -r at eta=0, 1/2: {antisymmetry:.1e}")

g_small, g_large = [np.sum(abs(scatter(0.5, disorder_set[0], cut)[1])**2)
                    for cut in (9.2, 12.2)]
assert abs(g_small - g_large) < 1e-2
print(f"conductance change with more harmonics = "
      f"{abs(g_small - g_large):.1e} e^2/h")
print(f"conductance e^2/h = {const.e**2 / const.h * 1e6:.3f} microsiemens")
print("all tests passed")
```

Running it gives:

```
hbar*v = 300 meV nm, bulk mass = 300 meV
radius R = 20 nm, wall width = 1.0 nm
level spacing hbar*v/R = 15.00 meV
flux quantum h/e = 4.1357e-15 Wb
field for half a flux quantum = 1.646 T
Berry phase/pi, s_y = +1: 1.000000
Berry phase/pi, s_y = -1: 1.000000
k=0 levels with s_y=+1: bulk equation, surface formula (meV)
 eta=0.0 j=-1.5:  -22.5458  -22.5000
 eta=0.0 j=-0.5:   -7.5154   -7.5000
 eta=0.0 j=+0.5:    7.5154    7.5000
 eta=0.0 j=+1.5:   22.5458   22.5000
 eta=0.5 j=-1.5:  -15.0459  -15.0000
 eta=0.5 j=-0.5:   -0.0156    0.0000
 eta=0.5 j=+0.5:   15.0153   15.0000
 eta=0.5 j=+1.5:   30.0459   30.0000
k=0.04 1/nm, eta=0.2, j=+0.5: bulk 15.9547, formula 15.9452 meV
relative level shift, R=20 nm: 2.055e-03
relative level shift, R=40 nm: 4.984e-04
estimate (pi^2/12)(width/R)^2, R=20 nm: 2.056e-03
flux of zero crossing, R=20 nm: 0.50104 h/e
flux of zero crossing, R=40 nm: 0.50026 h/e
modes at 10.0 meV: eta=0: 2, eta=1/2: 1
modes at 19.5 meV: eta=0: 2, eta=1/2: 3
modes at 40.0 meV: eta=0: 6, eta=1/2: 5
disordered length = 300 nm, slice = 10 nm, samples = 12
Fermi energy = 19.5 meV
rms disorder = 25.5 meV
eta=0.00: open modes = 2
  largest transmission eigenvalue: mean 0.449719, min 0.007803, max 0.930918
  conductance (e^2/h): mean 0.8994, min 0.0156
eta=0.25: open modes = 3
  largest transmission eigenvalue: mean 0.516939, min 0.099699, max 0.950293
  conductance (e^2/h): mean 0.5594, min 0.1138
eta=0.50: open modes = 3
  largest transmission eigenvalue: mean 1.000000, min 1.000000, max 1.000000
  conductance (e^2/h): mean 1.0076, min 1.0000
largest unitarity error = 6.2e-14
largest error of r^T = -r at eta=0, 1/2: 5.1e-14
conductance change with more harmonics = 7.3e-08 e^2/h
conductance e^2/h = 38.740 microsiemens
all tests passed
```
